# Surface-Optical Phonon Frequency at a Semiconductor and One-Mode Dielectric Interface: verification in Python

```python
"""Surface-optical phonon at a semiconductor / one-mode dielectric interface.

Result under test:
    omega_SO^2 = omega_TO^2 (eps_0 + eps_s) / (eps_inf + eps_s)
eps_s    : constant relative permittivity of the semiconductor (z < 0)
eps_0    : static relative permittivity of the dielectric (z > 0)
eps_inf  : high-frequency relative permittivity of the dielectric
omega_TO : transverse optical frequency of the dielectric
gamma    : coupling of the lattice coordinate w to the electric field E,
           w'' = -omega_TO^2 w + gamma E,  D = eps_inf E + 4 pi gamma w
q        : wavevector along the interface
Hartree atomic units. The main test diagonalizes the lattice motion coupled
to the electrostatic potential, without using the interface condition.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

eps_s, eps_0, eps_inf = 12.0, 16.0, 4.0
omega_TO = 0.002
q_channel = 0.02
light_speed = 1.0 / constants.fine_structure
meV = 1000.0 * constants.physical_constants["Hartree energy in eV"][0]
bohr_nm = 1e9 * constants.physical_constants["Bohr radius"][0]
gamma = np.sqrt((eps_0 - eps_inf) * omega_TO**2 / (4 * np.pi))


def permittivity(omega):
    return eps_inf + (eps_0 - eps_inf) * omega_TO**2 / (omega_TO**2 - omega**2)


def surface_frequency(eps_neighbour):
    ratio = (eps_0 + eps_neighbour) / (eps_inf + eps_neighbour)
    return omega_TO * np.sqrt(ratio)


def lattice_modes(eps_semi, q, thickness=600.0, cells_d=240,
                  depth_s=700.0, cells_s=200):
    """All lattice modes; the outer ends of the mesh are grounded.

    Each cell has a normal and an in-plane field, weighted by sqrt(width).
    The in-plane field and displacement carry a common factor i.
    """
    nodes = np.concatenate([np.linspace(-depth_s, 0.0, cells_s + 1),
                            np.linspace(0.0, thickness, cells_d + 1)[1:]])
    width = np.diff(nodes)
    n_cells = len(width)
    index = np.arange(n_cells)
    gradient = np.zeros((2 * n_cells, n_cells + 1))
    gradient[2 * index, index] = -1 / np.sqrt(width)
    gradient[2 * index, index + 1] = 1 / np.sqrt(width)
    gradient[2 * index + 1, index] = q * np.sqrt(width) / 2
    gradient[2 * index + 1, index + 1] = q * np.sqrt(width) / 2
    gradient = gradient[:, 1:-1]
    background = np.where(np.arange(2 * n_cells) < 2 * cells_s,
                          eps_semi, eps_inf)
    stiffness = gradient.T @ (background[:, None] * gradient)
    grad_d = gradient[2 * cells_s:]
    # potential produced by a unit lattice displacement in each cell
    potential_map = 4 * np.pi * gamma * np.linalg.solve(stiffness, grad_d.T)
    dynamical = omega_TO**2 * np.eye(2 * cells_d)
    dynamical += gamma * grad_d @ potential_map
    dynamical = (dynamical + dynamical.T) / 2
    squares, vectors = np.linalg.eigh(dynamical)
    return np.sqrt(squares), potential_map @ vectors, nodes[1:-1]


omega_LO = omega_TO * np.sqrt(eps_0 / eps_inf)
omega_SO = surface_frequency(eps_s)


def isolated_mode(frequencies):
    """Index of the only mode strictly between the two bulk frequencies."""
    inside = np.where((frequencies > omega_TO * (1 + 1e-6))
                      & (frequencies < omega_LO * (1 - 1e-6)))[0]
    assert len(inside) == 1
    return inside[0]


# Permittivity from time integration of the driven lattice coordinate
times = np.linspace(0.0, 10 * 2 * np.pi / omega_TO, 2000)
motion = solve_ivp(
    lambda t, y: [y[1], -omega_TO**2 * y[0] + gamma * np.cos(omega_SO * t)],
    (0.0, times[-1]), [0.0, 0.0], t_eval=times, method="DOP853",
    rtol=1e-10, atol=1e-12)
assert motion.success
waves = np.column_stack([np.cos(omega_SO * times), np.cos(omega_TO * times)])
amplitude = np.linalg.lstsq(waves, motion.y[0], rcond=None)[0][0]
eps_driven = eps_inf + 4 * np.pi * gamma * amplitude
assert abs(eps_driven - permittivity(omega_SO)) < 1e-5
assert abs(eps_driven + eps_s) < 1e-5

# Complete set of modes of the thick dielectric
freq, potentials, z = lattice_modes(eps_s, q_channel)
so = isolated_mode(freq)
omega_mesh = freq[so]
assert abs(omega_mesh / omega_SO - 1) < 1e-8
n_TO = int(np.sum(np.abs(freq / omega_TO - 1) < 1e-8))
n_LO = int(np.sum(np.abs(freq / omega_LO - 1) < 1e-8))
assert n_TO + n_LO + 1 == len(freq)

# Potential profile, and potential of the bulk modes in the semiconductor
interface = np.argmin(np.abs(z))
profile = potentials[:, so] / potentials[interface, so]
profile_error = np.max(np.abs(profile - np.exp(-q_channel * np.abs(z))))
assert profile_error < 5e-4  # second-order error of the mesh
channel = np.max(np.abs(potentials[z <= 1e-9]), axis=0)
bulk_leak = np.max(np.delete(channel, so)) / channel[so]
assert bulk_leak < 1e-6

# Independence of the wavevector
freq_2q = lattice_modes(eps_s, 2 * q_channel)[0]
omega_2q = freq_2q[isolated_mode(freq_2q)]
assert abs(omega_2q / omega_SO - 1) < 1e-8

# Dependence on the semiconductor permittivity
trend = []
for eps_trial in (1.0, 4.0, 12.0, 16.0):
    found = lattice_modes(eps_trial, q_channel)[0]
    value = found[isolated_mode(found)]
    assert abs(value / surface_frequency(eps_trial) - 1) < 1e-8
    mean_square = ((eps_inf * omega_LO**2 + eps_trial * omega_TO**2)
                   / (eps_inf + eps_trial))
    assert abs(value**2 / mean_square - 1) < 1e-8
    trend.append((eps_trial, value))
assert all(a[1] > b[1] for a, b in zip(trend, trend[1:]))

# Finite dielectric thickness under an ideal metal
films = []
for qt in (0.5, 1.0, 2.0):
    found = lattice_modes(eps_s, q_channel, thickness=qt / q_channel)[0]
    value = found[isolated_mode(found)]
    predicted = surface_frequency(eps_s * np.tanh(qt))
    assert abs(value / predicted - 1) < 1e-5
    films.append((qt, qt / q_channel, value))
assert films[0][2] > films[1][2] > films[2][2] > omega_SO


# Retarded surface mode from the full Maxwell matching condition
def maxwell_mismatch(omega, q):
    eps_d = permittivity(omega)
    decay_s = np.sqrt(q**2 - eps_s * omega**2 / light_speed**2)
    decay_d = np.sqrt(q**2 - eps_d * omega**2 / light_speed**2)
    return decay_s * eps_d + decay_d * eps_s


def retarded_frequency(q):
    return brentq(maxwell_mismatch, omega_TO * (1 + 1e-9),
                  omega_SO * (1 + 1e-9), args=(q,), xtol=1e-18, rtol=1e-14)


shift = retarded_frequency(q_channel) / omega_SO - 1
slope = (2 * omega_SO * (eps_0 - eps_inf) * omega_TO**2
         / (omega_TO**2 - omega_SO**2)**2)
shift_estimate = -(eps_s**2 * omega_SO
                   / (light_speed**2 * q_channel**2 * slope))
assert abs(shift / shift_estimate - 1) < 1e-3
q_small = 1e-4
shift_small_q = retarded_frequency(q_small) / omega_SO - 1
assert shift_small_q < 100 * shift < 0

print("INPUTS (round model parameters)")
print(f"semiconductor permittivity eps_s = {eps_s:.1f} (dimensionless)")
print(f"static permittivity eps_0 = {eps_0:.1f} (dimensionless)")
print(f"high-frequency permittivity eps_inf = {eps_inf:.1f} (dimensionless)")
print(f"omega_TO = {omega_TO:.6f} hartree")
print(f"in-plane wavevector q = {q_channel:.4f} per bohr")
print(f"coupling gamma = {gamma:.6e} atomic units")
print("MAIN RESULT")
print(f"(eps_0+eps_s)/(eps_inf+eps_s) = {(omega_SO/omega_TO)**2:.4f}")
print(f"omega_SO / omega_TO = {omega_SO/omega_TO:.6f}")
print(f"omega_SO from formula = {omega_SO:.9f} hartree")
print(f"omega_SO from mesh diagonalization = {omega_mesh:.9f} hartree")
print(f"same at doubled q = {omega_2q:.9f} hartree")
print(f"omega_LO = {omega_LO:.6f} hartree")
print(f"conversion: omega_TO = {omega_TO*meV:.2f} meV")
print(f"conversion: omega_SO = {omega_SO*meV:.2f} meV")
print(f"conversion: omega_LO = {omega_LO*meV:.2f} meV")
print(f"driven-oscillator permittivity at omega_SO = {eps_driven:.6f}")
print("MODES ON THE MESH")
print(f"modes at omega_TO = {n_TO}, at omega_LO = {n_LO}, between = 1")
print(f"largest deviation from exp(-q|z|) = {profile_error:.1e}")
print(f"largest bulk/surface channel potential ratio = {bulk_leak:.1e}")
print(f"decay length 1/q = {1/q_channel:.1f} bohr")
print(f"conversion: 1/q = {bohr_nm/q_channel:.2f} nm")
print("CHANGE WITH SEMICONDUCTOR PERMITTIVITY (mesh)")
for eps_trial, value in trend:
    print(f"eps_s = {eps_trial:4.1f}: omega_SO = {value:.6f} hartree")
print("DIELECTRIC FILM UNDER AN IDEAL METAL (mesh)")
for qt, thickness, value in films:
    print(f"qt = {qt:.1f}, t = {thickness:.0f} bohr: omega = {value:.6f} hartree")
print("RETARDATION")
print(f"omega_SO/c = {omega_SO/light_speed:.3e} per bohr")
print(f"relative shift at q = {q_channel:.4f} per bohr: {shift:.3e}")
print(f"leading-order estimate of this shift: {shift_estimate:.3e}")
print(f"relative shift at q = {q_small:.4f} per bohr: {shift_small_q:.3e}")
print("finished without a failed check")
```

It prints:

```
INPUTS (round model parameters)
semiconductor permittivity eps_s = 12.0 (dimensionless)
static permittivity eps_0 = 16.0 (dimensionless)
high-frequency permittivity eps_inf = 4.0 (dimensionless)
omega_TO = 0.002000 hartree
in-plane wavevector q = 0.0200 per bohr
coupling gamma = 1.954410e-03 atomic units
MAIN RESULT
(eps_0+eps_s)/(eps_inf+eps_s) = 1.7500
omega_SO / omega_TO = 1.322876
omega_SO from formula = 0.002645751 hartree
omega_SO from mesh diagonalization = 0.002645751 hartree
same at doubled q = 0.002645751 hartree
omega_LO = 0.004000 hartree
conversion: omega_TO = 54.42 meV
conversion: omega_SO = 71.99 meV
conversion: omega_LO = 108.85 meV
driven-oscillator permittivity at omega_SO = -12.000000
MODES ON THE MESH
modes at omega_TO = 240, at omega_LO = 239, between = 1
largest deviation from exp(-q|z|) = 1.5e-04
largest bulk/surface channel potential ratio = 2.6e-14
decay length 1/q = 50.0 bohr
conversion: 1/q = 2.65 nm
CHANGE WITH SEMICONDUCTOR PERMITTIVITY (mesh)
eps_s =  1.0: omega_SO = 0.003688 hartree
eps_s =  4.0: omega_SO = 0.003162 hartree
eps_s = 12.0: omega_SO = 0.002646 hartree
eps_s = 16.0: omega_SO = 0.002530 hartree
DIELECTRIC FILM UNDER AN IDEAL METAL (mesh)
qt = 0.5, t = 25 bohr: omega = 0.003005 hartree
qt = 1.0, t = 50 bohr: omega = 0.002766 hartree
qt = 2.0, t = 100 bohr: omega = 0.002661 hartree
RETARDATION
omega_SO/c = 1.931e-05 per bohr
relative shift at q = 0.0200 per bohr: -1.797e-06
leading-order estimate of this shift: -1.797e-06
relative shift at q = 0.0001 per bohr: -7.118e-02
finished without a failed check
```
